# Why C3 labels at K in MoS2 depend on the rotation centre

**Question**

I am labelling the bands of monolayer MoS2 at the corner K of the Brillouin zone by their eigenvalues under a threefold rotation. With the origin on the metal atom, the state at the top of the filled bands at K has eigenvalue $e^{2\pi i/3}$. With the origin at the centre of a hollow hexagon, the same wave function gives 1. At $\Gamma$ the two choices agree.

I thought an irreducible representation label was a property of the state, independent of where I put the origin. Is one of my calculations wrong? If neither is, how can such labels decide which optical transitions are allowed?

**Answer**

Both calculations can be right, because they use two different symmetry operations. Rotations about the metal axis and about the hollow axis have the same rotational part, but they differ by a lattice translation. A Bloch state at K acquires a phase under that translation.

I first leave out spin. Let $R$ be the rotation by $+120^\circ$ about $z$, and let $c$ be a point on a vertical threefold axis. Define

$$(P_c\psi)(r)=\psi\big(c+R^{-1}(r-c)\big),\qquad (T_L\psi)(r)=\psi(r-L).$$

A Bloch state of wave vector $k$ satisfies $T_L\psi=e^{-ik\cdot L}\psi$ for every lattice vector $L$.

**How the two rotations are related**

Take a second threefold centre $c'$ and set $L=(1-R)(c'-c)$. Rotating about $c$ and then translating by $L$ gives

$$(T_LP_c\psi)(r)=\psi\big(c+R^{-1}(r-c)-R^{-1}L\big).$$

Since $R^{-1}L=R^{-1}(c'-c)-(c'-c)$, the argument of $\psi$ becomes

$$c+R^{-1}(r-c)-R^{-1}(c'-c)+(c'-c)=c'+R^{-1}(r-c').$$

Therefore

$$P_{c'}=T_LP_c .$$

Both rotations are symmetries of the crystal, so $T_L=P_{c'}P_c^{-1}$ is one too, and $L$ must be a lattice vector.

Conversely, each in-plane lattice vector $L$ gives a centre $c'=c+(1-R)^{-1}L$. Two such centres are equivalent if they differ by a lattice vector, that is, if their $L$ differ by $(1-R)$ times a lattice vector. The number of inequivalent centres is thus the in-plane determinant

$$\det(1-R)=\left(\tfrac32\right)^2+\left(\tfrac{\sqrt3}{2}\right)^2=3 .$$

They are the metal, chalcogen and hollow axes.

**The phase at K**

Let $\psi$ be a nondegenerate state at K. Each rotation maps K to an equivalent wave vector, so $\psi$ is an eigenfunction of both, with eigenvalues $\lambda_c$ and $\lambda_{c'}$. Applying the operator relation gives

$$\lambda_{c'}=e^{-iK\cdot L}\lambda_c,\qquad L=(1-R)(c'-c).$$

Three successive rotations about either axis give the identity, so $\lambda_c^3=\lambda_{c'}^3=1$. The phase is therefore a cube root of unity. It contains no band index, so it is common to all bands at K.

Now choose $a_1=a(1,0)$, $a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$ and $K=(4\pi/3a,0)$. Put the metal at the origin, the two chalcogens above and below $s=(a_1+a_2)/3$, and the hollow centre at $2s$. Then

$$s=\left(\frac a2,\frac{a}{2\sqrt3}\right),\qquad Rs=\left(-\frac a2,\frac{a}{2\sqrt3}\right),\qquad (1-R)s=a_1 .$$

Because $K\cdot a_1=4\pi/3$, the eigenvalues about the chalcogen (X) and hollow (H) axes are related to that about the metal (M) axis by

$$\lambda_X=e^{-4\pi i/3}\lambda_M=e^{2\pi i/3}\lambda_M,$$

$$\lambda_H=e^{-8\pi i/3}\lambda_M=e^{-2\pi i/3}\lambda_M .$$

Write $\lambda=e^{-2\pi ij/3}$, with $j$ defined modulo 3. The minus sign makes a function proportional to $e^{im\phi}$ have $j\equiv m$, since rotating it replaces $\phi$ by $\phi-2\pi/3$. The shifts become

$$j_X\equiv j_M-1,\qquad j_H\equiv j_M-2\equiv j_M+1 .$$

Your state has $j_M=-1$, hence $j_H=0$ and $\lambda_H=1$, as you found. At the opposite valley the state can be taken as $\psi^*$, because the spinless Hamiltonian is real. Its eigenvalues are complex conjugates, so all labels change sign.

**What remains a property of the state**

The little group of K contains the lattice translations as well as the rotations. Its small representation assigns a number to $P_M$, another to $P_X$, and another to $P_H$. These numbers belong to the state and do not conflict. The ambiguity enters when one of the three operations is chosen to stand for "the" $C_3$ of the point group. Another choice multiplies every band's label by the same one-dimensional representation.

The labels also have a local meaning. Take a Bloch sum of orbitals with angular momentum $m$ on one kind of site, and rotate it about the vertical axis through one of those sites:

$$\Phi(r)=\sum_n e^{iK\cdot n}\phi_m(r-\tau-n),$$

$$P_c\Phi(r)=e^{-2\pi im/3}\sum_n e^{iK\cdot n}\phi_m(r-\tau-Rn).$$

Here $n$ runs over lattice vectors, and $\tau$ is a site on the axis. Rename $n'=Rn$. The Bloch factor becomes $e^{iK\cdot R^{-1}n'}=e^{i(RK)\cdot n'}$, which equals $e^{iK\cdot n'}$ because $RK-K$ is a reciprocal vector. Thus $\Phi$ has label $j\equiv m$ about its own site.

A state at K can therefore contain metal orbitals with $m\equiv j_M$ and chalcogen orbitals with $m'\equiv j_X=j_M-1$. The two kinds mix only if $m-m'\equiv1$ modulo 3. The apparent disagreement between two labels is the rule for hybridization between two sites.

The hollow label has a meaning without an atom there. A point on the axis through $c$ does not move under $P_c$, so on that axis $\psi=\lambda_c\psi$. The wave function must vanish there unless $j_c=0$.

**Why optical selection rules survive**

Let $v_+=v_x+iv_y$. With the rotation convention above, $P_cv_+P_c^{-1}=e^{-2\pi i/3}v_+$ for every centre. Inserting $P_c$ into both sides of a matrix element between an initial state $i$ and a final state $f$ at K gives

$$\langle f|v_+|i\rangle=e^{2\pi i(j_f-j_i-1)/3}\langle f|v_+|i\rangle .$$

The element can be nonzero only if $j_f-j_i\equiv1$. For $v_-=v_x-iv_y$ the condition is $j_f-j_i\equiv-1$. A change of centre shifts $j_f$ and $j_i$ equally, so both rules are unaffected. An error arises if the initial label is taken about one centre and the final label about another.

**A model calculation**

The numerical check uses a spinless tight-binding model with five metal d orbitals and three p orbitals on each chalcogen. Its parameters are round values, not a fit to MoS2: for example, the lattice constant is 3.2 Å and the d and p on-site energies are 0 and −3 eV. Fourteen electrons fill seven bands. Orbital overlap and optical terms within an atom are neglected.

At K, bands 7 and 8 lie at 0.26 and 1.37 eV, a separation of 1.10 eV. Rotating their real-space Bloch functions about the three axes gives these labels:

| Band | $j_M$ | $j_X$ | $j_H$ |
|---|---:|---:|---:|
| 7 | −1 | 1 | 0 |
| 8 | 0 | −1 | 1 |

The orbital content explains the first two columns. Band 7 has weight 0.9996 on the metal orbital $m=2\equiv-1$ and 0.0004 on chalcogen orbitals with $m=1$. Band 8 has weight 0.81 on metal $m=0$ and 0.19 on chalcogen $m=-1$. In both bands the metal value minus the chalcogen value is 1 modulo 3.

The zeros on the axes agree with all three columns. A zero does not tell $j=+1$ from $j=-1$, but a nonzero density marks the axis with $j=0$, and the shift law then fixes the other two labels. At 1 Å above the metal plane, the density of band 7 vanishes on the metal and chalcogen axes and is 0.32, in arbitrary units, on the hollow axis. Band 8 instead has density 0.445 on the metal axis and vanishes on the other two. The nonzero values depend on the Gaussian envelopes chosen for the orbitals; the zeros required by symmetry do not.

For the transition from band 7 to band 8, the label changes are

$$0-(-1)=1,\qquad -1-1=-2\equiv1,\qquad 1-0=1 .$$

All three centres allow $v_+$ and forbid $v_-$. The model velocity is $v=\hbar^{-1}\partial H/\partial k$. Between bands 7 and 8, the matrix element of $\hbar v_+=\partial H/\partial k_x+i\,\partial H/\partial k_y$ has magnitude 4.93 eV Å, and that of $\hbar v_-$ is zero.

These are statements about K, not about the band edges of the model. On a 12 × 12 mesh, band 7 reaches 0.79 eV, well above its value at K, and the lowest value of band 8 is 1.35 eV, slightly below its value at K. The phase law does not depend on where the extrema lie.

**When the label does not shift**

Being on the zone boundary is not the criterion. What matters is whether the translation between the two operations has a nontrivial Bloch phase:

- At $\Gamma$, $k=0$ and the phase is 1. This is why your two calculations agree there.
- If the centre moves by a lattice vector $d$, then $K\cdot(1-R)d=(K-R^{-1}K)\cdot d$ is a multiple of $2\pi$. The label stays the same.
- Reflection in the horizontal metal plane is the same operation for all three vertical axes, so its parity is unaffected.
- At the edge midpoint $(b_1+b_2)/2$, where $b_1,b_2$ are the reciprocal basis vectors, the vertical mirror that fixes this wave vector has its normal along $a_1-a_2$. Moving to a parallel mirror line gives an $L$ along the normal, perpendicular to the wave vector. The phase is 1, although the point is on the zone boundary.

Spin does not alter the shift at K. The spin part of a rotation depends on its angle and direction, not on the position of its axis, so $P_{c'}=T_LP_c$ still holds. The eigenvalues themselves now satisfy $\lambda^3=-1$, but their ratio is the same cube root of unity.

When you compare two tables, first check that they use the same valley, sense of rotation and sign convention for $j$. The valley must be named relative to the crystal. Placing the chalcogens at $2s$ instead of $s$ turns the layer by $180^\circ$ about the metal axis, so the same vector $K=(4\pi/3a,0)$ then points to the opposite valley and every label changes sign. A remaining difference that is the same for every band can then come from the choice of centre. A difference that varies from band to band cannot.

## Computed results

```
lattice constant 3.2 angstrom, chalcogen height 1.6 angstrom
on-site energies: d 0.0 eV, p -3.0 eV
pd sigma, pi: 3.0, -1.0 eV
dd sigma, pi, delta: -0.4, 0.1, 0.1 eV
pp sigma, pi: 0.8, -0.2 eV
Gaussian envelope exponent 0.5 1/angstrom^2
K = (1.3090, 0) 1/angstrom
inequivalent threefold centres per cell: 3
lambda(chalcogen)/lambda(metal) at K: -0.5000 +0.8660 i
lambda(hollow)/lambda(metal) at K: -0.5000 -0.8660 i
bands at K: number, energy (eV), z-mirror parity, j metal, chalcogen, hollow
  1   -7.9582  -1  -1  +1  +0
  2   -5.8622  +1  +1  +0  -1
  3   -5.7207  -1  +1  +0  -1
  4   -5.3901  +1  +0  -1  +1
  5   -4.1019  +1  -1  +1  +0
  6   -3.7000  -1  +0  -1  +1
  7    0.2644  +1  -1  +1  +0
  8    1.3651  +1  +0  -1  +1
  9    2.9247  +1  +1  +0  -1
 10    3.8207  -1  +1  +0  -1
 11    3.9582  -1  -1  +1  +0
gap at K between bands 7 and 8: 1.1008 eV
12x12 mesh: top of band 7 0.7900 eV, bottom of band 8 1.3512 eV
band 7 metal d weights m=-2,-1,0,1,2: 0.0000 0.0000 0.0000 0.0000 0.9996
band 7 chalcogen p weights m=-1,0,1: 0.0000 0.0000 0.0004
band 7 density 1 angstrom above plane (arb. units), metal, chalcogen, hollow axis: 0.0000 0.0000 0.3223
band 8 metal d weights m=-2,-1,0,1,2: 0.0000 0.0000 0.8090 0.0000 0.0000
band 8 chalcogen p weights m=-1,0,1: 0.1910 0.0000 0.0000
band 8 density 1 angstrom above plane (arb. units), metal, chalcogen, hollow axis: 0.4450 0.0000 0.0000
label change band 7 to 8, modulo 3, metal, chalcogen, hollow: 1 1 1
|<8|dH/dkx + i dH/dky|7>| = 4.9345 eV angstrom
|<8|dH/dkx - i dH/dky|7>| = 0.0000 eV angstrom
```
